# Bipolar thermal conductivity of parallel electron and hole channels

## What is lost if the channels are simply added

The lattice thermal conductivity of a conducting film can be estimated by subtraction: take the total, remove the electronic part, and call the rest lattice. Suppose that electrons and holes both conduct, and that the electronic part is taken as the sum of what each channel would carry alone. For the antimony film worked out below, the model's lattice part is 3.0 W/mK, but this subtraction returns 5.0 W/mK. The missing 2.0 W/mK is carried by electrons and holes that move together down the temperature gradient. Their charge currents cancel and their heat currents do not. With $\sigma_i$ and $S_i$ the conductivity and Seebeck coefficient of channel $i$, the additional term is

$$\kappa_b=T\sigma_r(S_n-S_p)^2,\qquad \sigma_r=\frac{\sigma_n\sigma_p}{\sigma_n+\sigma_p}.$$

It is present even when the total current is zero, but there must then be a current in each channel. Pairs must therefore be created where it is hot and recombine where it is cold. If this is prevented, the term disappears.

## One channel

The solid is isotropic, there is no magnetic field, and the response is linear in the gradients. A prime on $T$, $\mu$ or another local quantity means $d/dx$; $e>0$. Let $\mu$ be the electrochemical potential of electrons and $\mathcal E=\mu'/e$. Electrons run down $\mu$, and their charge is negative, so a positive $\mathcal E$ drives a positive current.

For states of total energy $E$, the equilibrium occupation $f$ depends on $(E-\mu)/kT$. At fixed $E$ its gradient is

$$\frac{\partial f}{\partial x}=\left(-\frac{\partial f}{\partial E}\right)\left[\mu'+\frac{E-\mu}{T}T'\right].$$

In the relaxation-time approximation the occupation changes by $\delta f=-\tau v_x\,\partial f/\partial x$. The charge current of band $i$, with density of states $g_i$, is $J_i=-e\int g_iv_x\,\delta f\,dE$, averaged over directions. With $\Sigma_i(E)=e^2g_i\langle v_x^2\rangle\tau_i$ this becomes

$$J_i=\frac1e\int\Sigma_i\left(-\frac{\partial f}{\partial E}\right)\left[\mu'+\frac{E-\mu}{T}T'\right]dE .$$

Define $\sigma_i=\int\Sigma_i(-\partial f/\partial E)\,dE$, and let $\langle\cdot\rangle_i$ be the average with weight $\Sigma_i(-\partial f/\partial E)$. Then

$$J_i=\sigma_i(\mathcal E-S_iT'),\qquad S_i=-\frac{\langle E-\mu\rangle_i}{eT}. \tag{1}$$

Electrons usually conduct above $\mu$, which gives $S_n<0$. Holes are empty states of a band whose conducting states lie mostly below $\mu$, so the same formula gives $S_p>0$.

Each electron carries heat $E-\mu$. Repeating the integral with this factor in place of $-e$ gives

$$Q_i=-\frac{\sigma_i}{e}\langle E-\mu\rangle_i\,\mathcal E-\frac{\sigma_i}{e^2T}\langle(E-\mu)^2\rangle_iT'.$$

By (1), the first term is $T\sigma_iS_i\mathcal E$. Insert $\mathcal E=J_i/\sigma_i+S_iT'$. This produces $TS_iJ_i$ and an extra $T\sigma_iS_i^2T'=\sigma_i\langle E-\mu\rangle_i^2T'/(e^2T)$, which turns the mean square into a variance:

$$Q_i=TS_iJ_i-\kappa_iT',\qquad \kappa_i=\frac{\sigma_i}{e^2T}\mathrm{Var}_i(E). \tag{2}$$

Thus $\kappa_i$ is the conductivity of a channel whose own current is zero.

## Two channels at open circuit

Let both channels have the same $T$ and the same $\mu$. The second condition means that recombination is fast enough to keep them in mutual equilibrium. Setting $J_n+J_p=0$ in (1) gives

$$\mathcal E=ST',\qquad S=\frac{\sigma_nS_n+\sigma_pS_p}{\sigma_n+\sigma_p}.$$

The field stops the sum of the currents, not each one. For the holes,

$$S-S_p=\frac{\sigma_nS_n+\sigma_pS_p-(\sigma_n+\sigma_p)S_p}{\sigma_n+\sigma_p}=\frac{\sigma_n(S_n-S_p)}{\sigma_n+\sigma_p},$$

and hence

$$J_p=\sigma_p(S-S_p)T'=-\sigma_r(S_p-S_n)T',\qquad J_n=-J_p. \tag{3}$$

Take the cold side at larger $x$, so that $T'<0$. With $S_p>S_n$, $J_p$ is positive and holes move to the cold side. $J_n$ is negative, and because electrons are negative they move to the cold side too.

Add the heat currents (2) and the lattice part:

$$Q=T(S_p-S_n)J_p-(\kappa_{lat}+\kappa_n+\kappa_p)T'.$$

With (3), the first term is $-T\sigma_r(S_p-S_n)^2T'$. Since $\kappa=-Q/T'$,

$$\kappa=\kappa_{lat}+\kappa_n+\kappa_p+T\sigma_r(S_n-S_p)^2. \tag{4}$$

One factor $S_p-S_n$ drives the pairs, and the other is the heat they carry, $eT(S_p-S_n)$ per pair. The square makes the sign of the difference irrelevant. The term vanishes for $S_n=S_p$ or when one channel is absent. Writing $\sigma_r=\sigma w(1-w)$, with $\sigma=\sigma_n+\sigma_p$ and $w=\sigma_n/\sigma$, shows that at fixed $\sigma$ and fixed Seebeck coefficients it is largest for equal channels, where $\sigma_r=\sigma/4$.

## The same result as a spread of energies

Formula (2) also holds for the combined spectrum $\Sigma_n+\Sigma_p$, so the total electronic conductivity at open circuit is $\sigma\,\mathrm{Var}(E)/(e^2T)$. Let $E_n$ and $E_p$ be the mean energies of the channels. The common mean is $\bar E=wE_n+(1-w)E_p$, so that

$$E_n-\bar E=(1-w)(E_n-E_p),\qquad E_p-\bar E=-w(E_n-E_p).$$

The total variance is the weighted variance within the channels plus the weighted square of these shifts:

$$w(1-w)^2(E_n-E_p)^2+(1-w)w^2(E_n-E_p)^2=w(1-w)(E_n-E_p)^2 .$$

Multiplication by $\sigma/(e^2T)$ gives

$$\kappa_b=\frac{\sigma_r(E_n-E_p)^2}{e^2T}.$$

This equals the term in (4), because (1) gives $S_n-S_p=-(E_n-E_p)/(eT)$. The bipolar part is the heat conduction due to the distance between the two mean energies.

## Two limits

Equation (4) needs no band model, but numbers do. Take parabolic bands and acoustic-phonon scattering. At energy $\varepsilon$ inside a band, $g\propto\sqrt\varepsilon$, $v^2\propto\varepsilon$ and $\tau\propto1/\sqrt\varepsilon$, so $\Sigma\propto\varepsilon$. Let $y=\varepsilon/kT$. With band edges $E_c$ and $E_v$, define $\eta_n=(\mu-E_c)/kT$ and $\eta_p=(E_v-\mu)/kT$. For electrons $E-\mu=kT(y-\eta_n)$, and for holes $E-\mu=kT(\eta_p-y)$. Therefore

$$S_n=-\frac ke(\langle y\rangle_n-\eta_n),\qquad S_p=\frac ke(\langle y\rangle_p-\eta_p). \tag{5}$$

**Nondegenerate gap.** When $\mu$ lies many $kT$ from both edges, the weight is $y\,e^{-y}$. Then $\langle y\rangle=2$, $\langle y^2\rangle=6$, and the variance is 2. With $\eta_n+\eta_p=-E_g/kT$,

$$S_n-S_p=-\frac ke\left(\frac{E_g}{kT}+4\right),\qquad \kappa_i=2\left(\frac ke\right)^2\sigma_iT .$$

For equal conductivities, $\kappa_b/(\kappa_n+\kappa_p)=(E_g/kT+4)^2/8$, which is 24.5 for $E_g=10\,kT$. The ratio grows with the gap, but the absolute term falls. In an intrinsic material at fixed temperature and mobilities, $\sigma_r$ contains the carrier density, and its factor $e^{-E_g/2kT}$ falls faster than $(E_g/kT+4)^2$ grows. If the mobilities differ, light doping that adds the less mobile carrier can raise the term, because at fixed $np$ the value of $\sigma_r$ is largest for equal conductivities. Heavy doping suppresses it, since $\sigma_r$ is smaller than the minority conductivity. A wide-gap oxide film with electrons alone therefore has practically no bipolar term.

**Degenerate semimetal.** Let $F_j=\int_0^\infty y^j\,dy/(e^{y-\eta}+1)$. Integration by parts gives $\langle y\rangle=2F_1/F_0$. Here $F_0=\ln(1+e^\eta)\approx\eta$. Since $dF_1/d\eta=F_0=\eta+\ln(1+e^{-\eta})$ and $F_1(0)=\pi^2/12$, integration from zero to large $\eta$ adds $\eta^2/2+\pi^2/12$, and $F_1\approx\eta^2/2+\pi^2/6$. Hence

$$\langle y\rangle-\eta\approx\frac{\pi^2}{3\eta},\qquad S_p-S_n\approx\frac{\pi^2}{3}\frac ke\left(\frac1{\eta_n}+\frac1{\eta_p}\right).$$

For deep Fermi levels the bipolar term is thus small beside $\kappa_n+\kappa_p$, by a factor of order $1/\eta^2$.

## When recombination is slow

Give the channels separate potentials $\mu_n$ and $\mu_p$, and set $\phi_i=-\mu_i/e$. Then $J_i=-\sigma_i(\phi_i'+S_iT')$. Excess pairs exist when $\psi=\phi_p-\phi_n=(\mu_n-\mu_p)/e$ is positive. To linear order they recombine at a rate $g\psi/e$ per volume, so with $j=J_p=-J_n$

$$j'=-g\psi .$$

Write $D=S_p-S_n$ and $\kappa_0=\kappa_{lat}+\kappa_n+\kappa_p$. Subtracting the two current laws gives

$$\psi'=-\frac{j}{\sigma_r}-DT'.$$

The heat flux $q=TDj-\kappa_0T'$ is constant along the sample, because the electrical energy flux $\psi j$ is of second order. Insert $T'=(TDj-q)/\kappa_0$, with $T$ in the coefficient held at its mean value:

$$\psi'=-\frac{j}{\sigma_r}\left(1+\frac{\kappa_b}{\kappa_0}\right)+\frac{Dq}{\kappa_0}.$$

Since $j''=-g\psi'$,

$$j''=\frac{j-j_\infty}{\lambda^2},\qquad \lambda^2=\frac{\sigma_r/g}{1+\kappa_b/\kappa_0},\qquad j_\infty=\frac{\sigma_rDq}{\kappa_0+\kappa_b}.$$

Let the ends at $x=\pm L/2$ block both currents and cause no recombination. With $u=L/2\lambda$,

$$j=j_\infty\left[1-\frac{\cosh(x/\lambda)}{\cosh u}\right],\qquad \bar j=j_\infty\left(1-\frac{\tanh u}{u}\right).$$

The temperature drop is $L(q-TD\bar j)/\kappa_0$. Dividing it by $qL$ and using $TD^2\sigma_r=\kappa_b$ gives

$$\frac1{\kappa_{eff}}=\frac1{\kappa_0+\kappa_b}+\frac{\kappa_b}{\kappa_0(\kappa_0+\kappa_b)}\frac{\tanh u}{u}. \tag{6}$$

A long sample has $\kappa_0+\kappa_b$. A short one has $\kappa_0$, although its total current is also zero.

For a pair lifetime $\tau_r$, an excess density $\delta n$ recombines at the rate $\delta n/\tau_r$. It separates the potentials by $e\psi=\delta n(1/n_\mu+1/p_\mu)$, where $n_\mu$ and $p_\mu$ are the derivatives of the densities with respect to the depth of the chemical potential in each band. Equating the rates gives

$$\frac{\sigma_r}{g}=D_a\tau_r,\qquad D_a=\frac{\sigma_r}{e^2}\left(\frac1{n_\mu}+\frac1{p_\mu}\right).$$

## Friction between electrons and holes

Collisions between the carriers add a force proportional to $np(v_n-v_p)$. With $J_n=-env_n$ and $J_p=epv_p$, the velocity difference is $-(J_n/n+J_p/p)/e$. Dividing the force by the charge density of each channel, with a friction constant $\Gamma$, gives

$$\mathcal E-S_nT'=\frac{J_n}{\sigma_n}+\Gamma p\left(\frac{J_n}{n}+\frac{J_p}{p}\right),\quad
\mathcal E-S_pT'=\frac{J_p}{\sigma_p}+\Gamma n\left(\frac{J_n}{n}+\frac{J_p}{p}\right).$$

At open circuit the bracket is $j(n-p)/(np)$. Subtracting the second equation from the first,

$$DT'=-j\left[\frac1{\sigma_r}+\Gamma\frac{(n-p)^2}{np}\right].$$

For $n=p$ the friction drops out: equal and opposite currents then mean equal velocities. This holds for a drift force of this form, with $S_i$ and $\kappa_i$ unchanged.

## An antimony film

Antimony is a semimetal. Its valence and conduction bands overlap in energy, and its electrons would just fill the valence bands if there were no overlap. A pure film therefore holds equal numbers of both carriers. The following round parameters are rough values for a film at 300 K: overlap 0.17 eV; density-of-states masses 0.50 (electrons) and 0.60 (holes) electron masses, all pockets together; mobilities 500 and 800 cm²/Vs; lattice part 3.0 W/mK. The film is 100 nm thick and 10 µm long.

The densities are $n=N_c(2/\sqrt\pi)F_{1/2}(\eta_n)$, with $N_c=2(2\pi mkT/h^2)^{3/2}$, and likewise for $p$. Solving $n=p$ numerically puts $\mu$ 94 meV above the electron band edge, so $\eta_n=3.64$ and $\eta_p=2.94$, with $n=p=5.1\times10^{19}$ cm⁻³. Multiplying by $e$ and the mobilities gives $\sigma_n=4083$ S/cm and $\sigma_p=6532$ S/cm, so

$$\sigma_r=\frac{4083\times6532}{4083+6532}=2512\ \text{S/cm}.$$

Numerical quadrature of the averages in (5) gives $S_n=-73.9$ and $S_p=87.5$ µV/K. The difference is 161.4 µV/K, while the Seebeck coefficient of the whole film is 25 µV/K. A small total coefficient therefore does not imply a small bipolar term. With $\sigma_r=2.512\times10^5$ S/m,

$$\kappa_b=300\times2.512\times10^5\times(161.4\times10^{-6})^2=1.96\ \text{W/mK}.$$

The same quadrature gives $\kappa_n=2.52$ and $\kappa_p=3.88$ W/mK. The total is 11.4 W/mK, of which 17 % is bipolar.

A drop of 10 K over the length is $10^6$ K/m. By (3), each channel then carries $2.512\times10^5\times161.4\times10^{-6}\times10^6\approx4.1\times10^7$ A/m², or about 4100 A/cm², with no net current.

The Lorenz ratio $\kappa_{el}/(\sigma T)$, in units of the degenerate value $(\pi^2/3)(k/e)^2$, is 0.82 without the bipolar term and 1.07 with it. A ratio near one is thus no evidence that the term is absent: here it offsets the reduced ratio of the separate channels.

## How far the number can be trusted

The degenerate formula, at the same $\eta_n$ and $\eta_p$, gives 2.3 W/mK, 17 % above the full average. The scattering law matters more. An energy-independent $\tau$, with the conductivities held fixed, makes $\Sigma\propto\varepsilon^{3/2}$. The extra weight at high energy enlarges both Seebeck coefficients, and $\kappa_b$ becomes 3.6 W/mK.

Because the bands overlap, a carrier can also scatter elastically into the other band. Adding 0.3 times the other band's density of states to the scattering rate, again at fixed conductivities, gives 2.8 W/mK. Nonparabolic bands act the other way. With $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m$, a trial value $\alpha=2$ eV⁻¹ in both bands, and $\Sigma\propto v^2$, the result is 1.0 W/mK at fixed conductivities, with $\mu$ solved anew.

Halving the electron mobility, as a measure of anisotropy, gives 1.2 W/mK. Overlaps of 0.14 and 0.20 eV at fixed mobilities give 2.1 and 1.9 W/mK. With fixed overlap and mobilities varying as $1/T$, $\kappa_b$ is 0.9 W/mK at 200 K and 3.2 W/mK at 400 K. Scattering by defects or grain boundaries would weaken this temperature dependence of the mobilities; if they are constant, the values are 0.6 and 4.3 W/mK. If $p=1.1n$ and $\Gamma=1/\sigma_r$, friction lowers $\kappa_b$ by about 1 %, with all else fixed.

For an assumed pair lifetime of 10 ps, $D_a=41$ cm²/s and $\lambda=184$ nm. Along the 10 µm film, (6) gives 11.3 W/mK, 0.8 % below the full value. Across the 100 nm thickness, with blocking surfaces, it gives 9.4 W/mK, and nearly all of the bipolar part is gone. Surfaces or metal contacts that recombine pairs would restore part of it. They could restore all of it only if they recombined pairs without any limit of speed, but carriers reach a surface at a finite speed, so the recovery stays incomplete in a film this thin. Faster recombination inside the film would also help. The scattering between bands tried above itself recombines pairs, with a lifetime of roughly 0.2 ps in this model, and by (6) a little less than half of the bipolar term would then survive across the film. At this lifetime $\lambda$ is only about 25 nm, no longer than the mean free paths given below, so the diffusion picture behind (6) is at its limit and this fraction is only a rough guide. The figure of 9.4 W/mK thus depends on the assumed lifetime, and it is an estimate in another respect too: with 3 electron and 6 hole pockets taken as spheres, the mean free paths are roughly 30 nm, not very small beside the thickness. The lowest confinement energy $\hbar^2\pi^2/(2mt^2)$, for thickness $t$ and the mass of one electron pocket, is 0.16 meV. The levels grow further apart with energy, and near $\mu$ their spacing is about 8 meV, still below $kT=26$ meV. A lighter mass across the film would widen it.

Set beside the real material, the model's resistivity of 94 µΩ cm is more than twice that of good bulk antimony, roughly 40 µΩ cm, so it stands for a film with strong additional scattering. Real antimony is anisotropic, its pockets are neither spherical nor strictly parabolic, and its scattering law is not the single power assumed here. The trials at 300 K move $\kappa_b$ from about half to nearly twice 2 W/mK. They are separate trials, not bounds. Phonon drag, which can change $S_n$ and $S_p$, is left out and has not been sized. The sound conclusion for heat flow along such a film (across it, the term depends on how fast pairs recombine) is a bipolar term of a few W/mK at most in these trials, large enough to spoil a lattice conductivity found by subtracting only the separate channel parts. Subtracting $(\pi^2/3)(k/e)^2\sigma T$ instead would return 3.6 W/mK here, fairly close to the model's 3.0 W/mK, but only because the neglected bipolar term and the reduced ratio of the separate channels largely cancel.

Numbers in the example were calculated in double precision.
